When the two protons of H$_2$ are pulled apart, the molecule should turn into two hydrogen atoms with one electron each. Restricted Hartree-Fock (RHF) theory cannot do this: both electrons share one orbital spread over both nuclei, so they are found on the same atom half of the time at any distance. Unrestricted Hartree-Fock (UHF) theory gives the two spins different orbitals, but it uses this freedom only beyond a certain distance, the Coulson-Fischer point.

## Problem

Two protons are fixed at $\mathbf A$ and $\mathbf B$, a distance $R$ apart. With $k=e^2/4\pi\varepsilon_0$,
$$H=h(1)+h(2)+\frac{k}{r_{12}}+\frac{k}{R},\qquad h=-\frac{\hbar^2}{2m_e}\nabla^2-\frac{k}{r_A}-\frac{k}{r_B}.$$
The basis is one real normalised 1s function per atom, $\phi_A$ and $\phi_B$, with overlap $S$, and $\psi_{1,2}=(\phi_A\pm\phi_B)/\sqrt{2(1\pm S)}$. Consider determinants with one spin-up orbital $\psi_\uparrow$ and one spin-down orbital $\psi_\downarrow$.

(a) Show that the lowest one is fixed by one angle $\theta$. (b) Find $\cos2\theta$ at the broken-symmetry solution and the condition for it to exist. (c) Find $\langle S^2\rangle$ and the limit $R\to\infty$. (d) For STO-3G, evaluate the solution at $R=150$ pm and decide whether the Coulson-Fischer point lies near 2.3 bohr.

## Solution

### Integrals

Write $(ij|mn)=k\iint \psi_i\psi_j(\mathbf r_1)\,r_{12}^{-1}\,\psi_m\psi_n(\mathbf r_2)$, and $h_{ij}=\langle\psi_i|h|\psi_j\rangle$, $J_{11}=(11|11)$, $J_{22}=(22|22)$, $J_{12}=(11|22)$, $K_{12}=(12|12)$, all in joules. Inversion through the midpoint leaves $h$, $r_{12}$ and $\psi_1$ unchanged and reverses the sign of $\psi_2$. An integral with an odd number of labels 2 thus equals its own negative, so $h_{12}$, $(11|12)$ and $(22|12)$ vanish.

The densities are $\psi_{1,2}^2=(\phi_A^2+\phi_B^2\pm2\phi_A\phi_B)/2(1\pm S)$ and $\psi_1\psi_2=(\phi_A^2-\phi_B^2)/2\sqrt{1-S^2}$. Multiplying out and using the equivalence of the atoms, $h_{BB}=h_{AA}$, $(BB|BB)=(AA|AA)$, $(BB|AB)=(AA|AB)$, gives
$$h_{11,22}=\frac{h_{AA}\pm h_{AB}}{1\pm S},\qquad J_{11,22}=\frac{(AA|AA)+(AA|BB)\pm4(AA|AB)+2(AB|AB)}{2(1\pm S)^2},$$
$$J_{12}=\frac{(AA|AA)+(AA|BB)-2(AB|AB)}{2(1-S^2)},\qquad K_{12}=\frac{(AA|AA)-(AA|BB)}{2(1-S^2)}.$$

### (a) One angle

The determinant is $\Phi=2^{-1/2}[\psi_\uparrow(1)\psi_\downarrow(2)\,{\uparrow\downarrow}-\psi_\downarrow(1)\psi_\uparrow(2)\,{\downarrow\uparrow}]$. Since $H$ does not act on spin, the cross terms carry orthogonal spin functions and vanish, and the two direct terms are equal. There is no exchange term:
$$E=\langle\psi_\uparrow|h|\psi_\uparrow\rangle+\langle\psi_\downarrow|h|\psi_\downarrow\rangle+k\iint\frac{|\psi_\uparrow(\mathbf r_1)|^2|\psi_\downarrow(\mathbf r_2)|^2}{r_{12}}+\frac kR .$$
Up to an overall phase, the general normalised orbital is $\psi_\sigma=\cos\theta_\sigma\,\psi_1+e^{i\varphi_\sigma}\sin\theta_\sigma\,\psi_2$, with density $\cos^2\theta_\sigma\,\psi_1^2+\sin^2\theta_\sigma\,\psi_2^2+\sin2\theta_\sigma\cos\varphi_\sigma\,\psi_1\psi_2$. By the inversion rule the phases survive only in $K_{12}\sin2\theta_\uparrow\sin2\theta_\downarrow\cos\varphi_\uparrow\cos\varphi_\downarrow$. This is linear in each cosine, so the minimum can be taken at $\cos\varphi_\sigma=\pm1$, and the sign is absorbed in $\theta_\sigma$. Real orbitals suffice.

Put $a=2\theta_\uparrow$, $b=2\theta_\downarrow$ and use $\cos^2\theta=(1+\cos2\theta)/2$, $\sin^2\theta=(1-\cos2\theta)/2$. The one-electron part is $h_{11}+h_{22}-\tfrac12(h_{22}-h_{11})(\cos a+\cos b)$. The two-electron part is
$$\tfrac14J_{11}(1+\cos a)(1+\cos b)+\tfrac14J_{22}(1-\cos a)(1-\cos b)+\tfrac14J_{12}(2-2\cos a\cos b)+K_{12}\sin a\sin b,$$
where the bracket on $J_{12}$ is $(1+\cos a)(1-\cos b)+(1-\cos a)(1+\cos b)$. Collecting terms with
$$p=\tfrac14[2(h_{22}-h_{11})+J_{22}-J_{11}],\qquad q=\tfrac14[J_{11}+J_{22}-2J_{12}],$$
$$E=h_{11}+h_{22}+\tfrac14(J_{11}+J_{22}+2J_{12})+\frac kR-p(\cos a+\cos b)+q\cos a\cos b+K_{12}\sin a\sin b .$$
Let $u=\theta_\uparrow+\theta_\downarrow$, $v=\theta_\uparrow-\theta_\downarrow$, so $a=u+v$, $b=u-v$, and let $X=\cos u$, $Y=\cos v$. Then $\cos a+\cos b=2XY$, $\cos a\cos b=\tfrac12(\cos2u+\cos2v)=X^2+Y^2-1$ and $\sin a\sin b=\tfrac12(\cos2v-\cos2u)=Y^2-X^2$. The constant becomes $\tfrac14(J_{11}+J_{22}+2J_{12})-q=J_{12}$, and
$$E=h_{11}+h_{22}+J_{12}+\frac kR-2pXY+(q-K_{12})X^2+(q+K_{12})Y^2 .$$
Assume $K_{12}>q$; this is a property of the basis, checked in (d). Then $E$ is concave in $X$ at fixed $Y$, and its minimum on $[-1,1]$ is at an end. The case $X=-1$ is mapped on $X=1$ by $\theta_\uparrow\to\theta_\uparrow+\pi$, which reverses both $X$ and $Y$ and only changes the sign of $\psi_\uparrow$. So $\theta_\uparrow=-\theta_\downarrow=\theta$, $Y=\cos2\theta$, and
$$\psi_{\uparrow,\downarrow}=\cos\theta\,\psi_1\pm\sin\theta\,\psi_2 .$$
At $u=0$ and $\varphi_\sigma=0$ the cosines have zero slope, so $E$ is stationary in $u$ and in the phases. A stationary point in $\theta$ is therefore stationary under all orbital variations, which is what the UHF equations express. At $K_{12}=q$ the energy is linear in $X$ and the minimum can still be taken at an end. If $K_{12}<q$, the argument fails and other minima must be examined.

### (b) The broken solution

With $X=1$,
$$E(\theta)=h_{11}+h_{22}+J_{12}-K_{12}+q+\frac kR-2p\cos2\theta+(q+K_{12})\cos^22\theta .$$
The same energy, read directly from the densities with $c=\cos\theta$, $s=\sin\theta$, is $2h_{11}c^2+2h_{22}s^2+J_{11}c^4+J_{22}s^4+2c^2s^2(J_{12}-2K_{12})+k/R$. The minus sign on $K_{12}$ comes from $(2sc)(-2sc)$, a Coulomb interaction between the opposite shifts of the two densities; it is not an exchange term, since part (a) showed that opposite spins have none.

The parabola in $Y$ opens upward. Indeed $4q$ is the Coulomb self-energy integral of $\psi_1^2-\psi_2^2$ and $K_{12}$ that of $\psi_1\psi_2$, and such an integral of a nonzero charge density is positive because the Fourier transform of $1/r$ is $4\pi/\kappa^2>0$. Differentiating, with $dY/d\theta=-2\sin2\theta$,
$$\frac{dE}{d\theta}=4\sin2\theta\,[\,p-(q+K_{12})\cos2\theta\,].$$
The roots are $\theta=0$ (RHF, $E_{\rm RHF}=2h_{11}+J_{11}+k/R$), $\theta=\pi/2$ ($\psi_2$ doubly occupied) and the vertex $Y^*=p/(q+K_{12})$:
$$\cos2\theta=\frac{2(h_{22}-h_{11})+J_{22}-J_{11}}{J_{11}+J_{22}-2J_{12}+4K_{12}}=\frac{4p}{D},\qquad D=4(q+K_{12}).$$
Take $p>0$ (checked in (d)), so $Y^*>0$. If $Y^*\ge1$, the parabola falls all the way to $Y=1$ and RHF is the minimum. If $Y^*<1$, the vertex is the minimum, reached at $\pm\theta$, which differ by interchanging the spins.

The RHF Fock operator $h+2J_1-K_1$ has $\varepsilon_1=h_{11}+J_{11}$ and $\varepsilon_2=h_{22}+2J_{12}-K_{12}$. Define
$$\lambda=\varepsilon_2-\varepsilon_1-J_{12}-K_{12}=h_{22}-h_{11}-J_{11}+J_{12}-2K_{12}.$$
From the definitions, $2(p-q)=h_{22}-h_{11}-J_{11}+J_{12}$, so $\lambda=2(p-q-K_{12})$ and $4p=D+2\lambda$. Hence
$$\cos2\theta=1+\frac{2\lambda}{D},\qquad \sin^2\theta=\frac{1-\cos2\theta}{2}=-\frac\lambda D .$$
The broken solution exists exactly when $\lambda<0$. For small $\theta$, $dE/d\theta\approx8\theta\,(p-q-K_{12})$, so $E''(0)=4\lambda$: RHF turns from a minimum into a maximum along $\theta$ at the same place. It remains a solution of the UHF equations, so an SCF calculation started from it stays on it; more generally, equal starting orbitals give equal Fock operators for the two spins, and the iteration never leaves the restricted form. Completing the square, $E(Y)=E(Y^*)+(q+K_{12})(Y-Y^*)^2$, and at $Y=1$
$$E_{\rm UHF}-E_{\rm RHF}=-\frac D4\left(\frac{2\lambda}{D}\right)^2=-\frac{\lambda^2}{D}.$$
The Coulson-Fischer point is $\lambda(R_{\rm CF})=0$, that is $\varepsilon_2-\varepsilon_1=J_{12}+K_{12}$. Just beyond it $\lambda\approx\lambda'(R-R_{\rm CF})$ with $\lambda'=d\lambda/dR<0$, so $\theta\approx\pm\sqrt{-\lambda'(R-R_{\rm CF})/D}$, a pitchfork. The energy gain is quadratic in $R-R_{\rm CF}$, so $E$ and the force are continuous while $d^2E/dR^2$ jumps by $-2\lambda'^2/D$.

### (c) Spin and dissociation

The overlap is $\langle\psi_\uparrow|\psi_\downarrow\rangle=c^2-s^2=\cos2\theta$. With a bar for spin down, linearity of the determinant gives
$$\Phi=c^2|1\bar1|-s^2|2\bar2|-cs\,(|1\bar2|-|2\bar1|).$$
The first two terms are closed-shell singlets. Writing out the last, $|1\bar2|-|2\bar1|=2^{-1/2}[\psi_1(1)\psi_2(2)-\psi_2(1)\psi_1(2)]({\uparrow\downarrow}+{\downarrow\uparrow})$, a triplet with squared norm 2. Its weight is $2c^2s^2$ and its eigenvalue $2\hbar^2$, so $\langle S^2\rangle=4c^2s^2\hbar^2=\hbar^2\sin^22\theta$.

As $R\to\infty$, $S$, $h_{AB}$, $(AA|AB)$ and $(AB|AB)$ vanish, $(AA|BB)\to k/R$ and $h_{AA}\to E_H-k/R$, with $E_H$ the atomic energy in the basis. Then $h_{11}=h_{22}$ and $J_{11}=J_{22}=J_{12}=\tfrac12[(AA|AA)+k/R]$, so $p,q\to0$, while $K_{12}\to\tfrac12[(AA|AA)-k/R]$ stays finite. Thus $\theta\to\pi/4$, $\psi_\uparrow\to\phi_A$, $\psi_\downarrow\to\phi_B$, and
$$E_{\rm UHF}\to2h_{AA}+J_{12}-K_{12}+\frac kR=2E_H,\qquad E_{\rm RHF}\to2E_H+\tfrac12(AA|AA)-\frac{k}{2R}.$$
The UHF energy is right within the basis, being that of two separate atoms described by the same functions, but $\langle S^2\rangle\to\hbar^2$ describes a superposition of singlet and triplet with equal weights, not a spin eigenstate. The exact ground state is a singlet at every $R$ and shows no singularity: the Coulson-Fischer point belongs to the approximation. Determinants with parallel or non-collinear spins lie outside this analysis.

### (d) STO-3G

Each $\phi$ is $\sum_i d_i(2\alpha_i/\pi)^{3/4}e^{-\alpha_ir^2}$, normalised as a whole, so the integrals are sums over primitives. Expanding the squares shows that primitives at $\mathbf A$ and $\mathbf B$ (distance $d=0$ or $R$) obey $e^{-\alpha|\mathbf r-\mathbf A|^2}e^{-\beta|\mathbf r-\mathbf B|^2}=e^{-\mu d^2}e^{-\gamma|\mathbf r-\mathbf P|^2}$, with $\gamma=\alpha+\beta$, $\mu=\alpha\beta/\gamma$, $\mathbf P=(\alpha\mathbf A+\beta\mathbf B)/\gamma$. The overlap is $S_{ab}=(\pi/\gamma)^{3/2}e^{-\mu d^2}$.

Integrating by parts, the kinetic integral is $(\hbar^2/2m_e)\,4\alpha\beta$ times the integral of $(\mathbf r-\mathbf A)\cdot(\mathbf r-\mathbf B)$ over the product. With $\boldsymbol\rho=\mathbf r-\mathbf P$, terms odd in $\boldsymbol\rho$ vanish, $\langle\rho^2\rangle=3/2\gamma$ and $(\mathbf P-\mathbf A)\cdot(\mathbf P-\mathbf B)=-\alpha\beta d^2/\gamma^2$, so $T_{ab}=(\hbar^2/m_e)\,\mu(3-2\mu d^2)S_{ab}$.

For the attraction to a proton at $\mathbf C$, insert $1/r=(2/\sqrt\pi)\int_0^\infty e^{-w^2r^2}dw$. The product rule gives the spatial integral $[\pi/(\gamma+w^2)]^{3/2}\exp[-\gamma w^2|\mathbf P-\mathbf C|^2/(\gamma+w^2)]$. Setting $t^2=w^2/(\gamma+w^2)$, so that $\gamma+w^2=\gamma/(1-t^2)$ and $dw=\sqrt\gamma\,(1-t^2)^{-3/2}dt$, yields
$$V_{ab}=-k\,\frac{2\pi}{\gamma}\,e^{-\mu d^2}F_0(\gamma|\mathbf P-\mathbf C|^2),\qquad F_0(x)=\int_0^1e^{-xt^2}dt=\tfrac12\sqrt{\pi/x}\,\operatorname{erf}\sqrt x .$$
For the repulsion between product Gaussians $(\gamma,\mathbf P)$ and $(\delta,\mathbf Q)$, the $\mathbf r_1$ integral leaves a Gaussian in $\mathbf r_2$ of exponent $\nu=\gamma w^2/(\gamma+w^2)$, and the $\mathbf r_2$ integral adds $[\pi/(\nu+\delta)]^{3/2}\exp[-\nu\delta|\mathbf P-\mathbf Q|^2/(\nu+\delta)]$. With $\omega=\gamma\delta/(\gamma+\delta)$ one has $(\gamma+w^2)(\nu+\delta)=(\gamma+\delta)(\omega+w^2)$ and $\nu\delta/(\nu+\delta)=\omega w^2/(\omega+w^2)$. The $w$ integral is then the previous one with $\gamma\to\omega$, times $[\pi/(\gamma+\delta)]^{3/2}$, giving $k\,2\pi^{5/2}F_0(\omega|\mathbf P-\mathbf Q|^2)/(\gamma\delta\sqrt{\gamma+\delta})$ times the two prefactors $e^{-\mu d^2}$.

The inputs are $k=2.307078\times10^{-28}$ J m, $\hbar^2/m_e=1.220853\times10^{-38}$ J m$^2$, $a_0=52.91772$ pm, and, for the standard Slater exponent $\zeta=1.24$, $\alpha_i=(12.231793,\,2.228036,\,0.602994)\times10^{20}$ m$^{-2}$ and $d_i=(0.154329,\,0.535328,\,0.444635)$. Another $\zeta$ multiplies the $\alpha_i$ by $(\zeta/1.24)^2$.

At $R=150$ pm ($2.83459\,a_0$), $S=0.256786$ and, in aJ ($10^{-18}$ J), $h_{AA}=-3.566003$, $h_{AB}=-1.410163$, $(AA|AA)=3.377084$, $(AA|BB)=1.507621$, $(AA|AB)=0.600271$, $(AB|AB)=0.163170$. Then $h_{11}=-4.976166/1.256786=-3.959437$, $h_{22}=-2.155840/0.743214=-2.900699$, $K_{12}=1.869463/1.868122=1.000718$, and likewise $J_{11}=2.409646$, $J_{22}=2.543566$, $J_{12}=2.440080$. These give $\varepsilon_1=-1.549791$, $\varepsilon_2=0.978743$ and
$$\lambda=0.978743+1.549791-2.440080-1.000718=-0.912264\ \text{aJ},$$
so RHF is unstable. With $q=0.018263$ aJ, far below $K_{12}$,
$$\cos2\theta=\frac{2(1.05874)+0.13392}{4(0.018263+1.000718)}=\frac{2.25140}{4.07592}=0.55236,\qquad\theta=28.235^\circ .$$
With $k/R=1.538052$ aJ, $E_{\rm RHF}=-7.918874+2.409646+1.538052=-3.971176$ aJ. The gain is $0.912264^2/4.075923=0.204181$ aJ, so $E_{\rm UHF}=-4.175357$ aJ. Further, $\langle S^2\rangle=(1-0.552364^2)\hbar^2=0.6949\,\hbar^2$ and $\psi_\uparrow=0.9437\,\phi_A+0.1677\,\phi_B$, largely localised on A. These digits belong to STO-3G and are not converged Hartree-Fock values for H$_2$: in the large aug-cc-pVTZ basis at the same distance $E_{\rm UHF}=-4.459$ aJ, the gain is $0.079$ aJ and $\langle S^2\rangle=0.576\,\hbar^2$, so the minimal basis overstates the gain by a factor of about 2.6.

On a grid from $0.5$ to $8\,a_0$, $p>0$, $q/K_{12}\le0.0840$, and $\lambda$ changes sign once.

| $R$/pm | $\lambda$/aJ | $\theta$/deg | $E_{\rm RHF}$/aJ | $E_{\rm UHF}$/aJ |
|---|---|---|---|---|
| 74.00 | 1.7647 | 0 | −4.8688 | −4.8688 |
| 110.00 | 0.1760 | 0 | −4.5190 | −4.5190 |
| 121.71 | −0.1956 | 13.12 | −4.3582 | −4.3683 |
| 150.00 | −0.9123 | 28.24 | −3.9712 | −4.1754 |
| 250.00 | −2.2274 | 42.25 | −3.0647 | −4.0714 |
| 400.00 | −2.7878 | 44.87 | −2.6807 | −4.0684 |

At 74 pm, roughly the bond length, $4p/D=2.05$ exceeds 1 and no real angle exists. At 400 pm $E_{\rm UHF}$ has reached $2E_H=-4.0684$ aJ, while RHF is heading for an error of $\tfrac12(AA|AA)=1.6885$ aJ. Both numbers are properties of the basis: the exact $2E_H$ is $-4.3597$ aJ, and in aug-cc-pVTZ, where the orbital can relax, the RHF error is about $1.24$ aJ. The root of $\lambda$ is
$$R_{\rm CF}=115.34\ \text{pm}=2.180\,a_0,$$
where $J_{12}+K_{12}=2.616135+0.901251=3.517386$ aJ equals $\varepsilon_2-\varepsilon_1$. The figure of 2.3 bohr is therefore only loosely right for standard STO-3G: at $2.3\,a_0=121.71$ pm the symmetry is already broken, with $\langle S^2\rangle=0.195\,\hbar^2$. The energy gain there is only $0.010$ aJ, because the gain $\lambda^2/D$ starts quadratically in $R-R_{\rm CF}$. With $\lambda'=-0.031880$ aJ/pm and $D=3.734779$ aJ, the onset law is $\theta\approx0.09239\sqrt{(R-R_{\rm CF})/\text{pm}}$ rad, which gives $0.09239\sqrt{6.37}=0.233$ rad $=13.4^\circ$ at $2.3\,a_0$, near the exact $13.12^\circ$. The root depends on the basis. With the free-atom exponent $\zeta=1.0$ it moves to $121.81$ pm $=2.302\,a_0$, and with six Gaussians per 1s function (STO-6G) the roots for $\zeta=1.24$ and $1.0$ are $2.171$ and $2.287\,a_0$. In larger bases the RHF solution loses stability against spin polarisation at $2.287\,a_0$ (cc-pVDZ), $2.296\,a_0$ (cc-pVTZ), $2.299\,a_0$ (aug-cc-pVTZ) and $2.298\,a_0$ (cc-pVQZ). So 2.3 bohr is accurate for Hartree-Fock theory in a near-complete basis, and standard STO-3G places the point about $0.12\,a_0$ (6 pm) too early.

The numerical check below expands the two-angle energy symbolically and confirms its form in $X$ and $Y$, the vertex $1+2\lambda/D$ and the gain $-\lambda^2/D$. It compares the SI integrals with those of pyscf, and the energy, overlap and $\langle S^2\rangle$ with a self-consistent UHF calculation at 150 and 250 pm. It minimises the energy over unconstrained complex orbitals on both sides of $R_{\rm CF}$, finds $R_{\rm CF}$ a second time from the finite-difference curvature of the determinant energy, and tests both dissociation limits at $20\,a_0$.

## Computed results

```
k = e^2/(4 pi eps0) = 2.307078e-28 J m; hbar^2/m_e = 1.220853e-38 J m^2
a0 = 52.91772 pm; E_h = 4.359745 aJ
exponents (zeta=1.24), a0^-2: [3.42525091 0.62391373 0.1688554 ]
exponents, 1e20 m^-2: [12.231793  2.228036  0.602994]
contraction coefficients: [0.15432897 0.53532814 0.44463454]
Example R = 150 pm = 2.83459 a0; S = 0.256786
  hAA = -3.566003 aJ
  hAB = -1.410163 aJ
  AAAA = 3.377084 aJ
  AABB = 1.507621 aJ
  AAAB = 0.600271 aJ
  ABAB = 0.163170 aJ
  h11 = -3.959437 aJ
  h22 = -2.900699 aJ
  J11 = 2.409646 aJ
  J22 = 2.543566 aJ
  J12 = 2.440080 aJ
  K12 = 1.000718 aJ
  eps1 = -1.549791 aJ
  eps2 = 0.978743 aJ
  p = 0.562849 aJ
  q = 0.018263 aJ
  D = 4.075923 aJ
  lam = -0.912264 aJ
  Vnn = 1.538052 aJ
  ERHF = -3.971176 aJ
  EUHF = -4.175357 aJ
  numerator 4p = 2.251395 aJ; E''(0) = 4 lam = -3.649057 aJ/rad^2
  cos 2theta = 0.552364; theta = 28.2353 deg
  cos^2 theta = 0.776182; sin^2 theta = 0.223818
  EUHF - ERHF = -0.204181 aJ
  <S^2> = 0.694894 hbar^2; triplet weight = 0.347447
  alpha orbital: cA = 0.943734, cB = 0.167655
R_CF (zeta=1.24) = 115.3445 pm = 2.17969 a0
  eps2-eps1 = 3.517386 aJ; J12 = 2.616135 aJ; K12 = 0.901251 aJ
  D = 3.734779 aJ; dlam/dR = -0.031880 aJ/pm; E = -4.446412 aJ
  theta ~ 0.09239 rad * sqrt((R-R_CF)/pm)
R_CF (zeta=1.0) = 121.8127 pm = 2.30193 a0
scan 0.5-8 a0: max q/K12 = 0.0840
R/pm R/a0 lam/aJ 4p/D theta/deg ERHF/aJ EUHF/aJ <S^2>/hbar^2
74.00 1.3984 1.76472 2.05160 0.000 -4.86879 -4.86879 0.00000
100.00 1.8897 0.53819 1.29991 0.000 -4.64796 -4.64796 0.00000
110.00 2.0787 0.17595 1.09553 0.000 -4.51904 -4.51904 0.00000
121.71 2.3000 -0.19557 0.89698 13.118 -4.35819 -4.36826 0.19543
130.00 2.4566 -0.42963 0.77843 19.441 -4.24251 -4.29011 0.39404
150.00 2.8346 -0.91226 0.55236 28.235 -3.97118 -4.17536 0.69489
200.00 3.7795 -1.74339 0.23267 38.273 -3.41714 -4.08601 0.94586
250.00 4.7243 -2.22742 0.09602 42.245 -3.06465 -4.07142 0.99078
400.00 7.5589 -2.78783 0.00447 44.872 -2.68068 -4.06837 0.99998
E_H = -2.034178 aJ; 2 E_H = -4.068356 aJ
RHF error at infinite R, (AA|AA)/2 = 1.688542 aJ
```
